# Thinnest film that guides a transverse-electric mode at 633 nm: verification in Python

```python
"""Thinnest film that guides a transverse-electric (TE) mode.

Result under test: a film of index n_film between air and a substrate
guides a TE mode only if its thickness exceeds
  t_c = arctan(sqrt((n_sub^2-n_air^2)/(n_film^2-n_sub^2))) / kappa0,
  kappa0 = k0*sqrt(n_film^2-n_sub^2),  k0 = 2*pi/wavelength.
N is the effective index (propagation constant / k0); kappa is the
transverse wavenumber in the film; gamma_air and gamma_sub are the field
decay rates outside it. All lengths are in nm unless a label says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

wavelength = 633.0
n_air, n_film, n_sub = 1.00, 2.00, 1.46
k0 = 2 * np.pi / wavelength


def te_cutoff(film=n_film, sub=n_sub):
    contrast = film**2 - sub**2
    return np.arctan(np.sqrt((sub**2 - n_air**2) / contrast)) / (
        k0 * np.sqrt(contrast))


def rates(N):
    """Film wavenumber and the decay rates in air and substrate."""
    return (k0 * np.sqrt(n_film**2 - N**2),
            k0 * np.sqrt(N**2 - n_air**2),
            k0 * np.sqrt(N**2 - n_sub**2))


def effective_index(thickness):
    """Lowest TE mode from the phase condition."""
    def mismatch(N):
        kappa, gamma_air, gamma_sub = rates(N)
        return (kappa * thickness - np.arctan2(gamma_air, kappa)
                - np.arctan2(gamma_sub, kappa))
    return brentq(mismatch, n_sub, n_film, xtol=1e-14, rtol=1e-14)


def cutoffs_by_integration(tm=False, water=0.0):
    """Film depths where the field slope vanishes at N = n_sub.

    The wave equation is integrated from deep in the air. The state is
    (E, E') for TE and (H, H'/n^2) for TM.
    """
    state = np.array([0.0, 1.0])
    layers = [(n_air, 1500.0)]
    if water > 0:
        layers.append((1.33, water))
    layers.append((n_film, 400.0))

    def slope(x, y):
        return y[1]

    for index, length in layers:
        weight = index**2 if tm else 1.0

        def equation(x, y):
            return [weight * y[1],
                    -k0**2 * (index**2 - n_sub**2) / weight * y[0]]
        solution = solve_ivp(equation, (0, length), state, method="DOP853",
                             rtol=1e-10, atol=1e-12, max_step=5.0,
                             events=slope)
        assert solution.success
        state = solution.y[:, -1]
    return solution.t_events[0]


def box_indices_squared(thickness, zero_slope_end):
    """Two largest N^2 by finite differences in a long box."""
    h = 0.5
    cells = [int(round(length / h)) for length in (1500, thickness, 40000)]
    n2 = np.repeat([n_air**2, n_film**2, n_sub**2], cells)
    hopping = 1 / (h * k0)**2
    diagonal = n2 - 2 * hopping
    if zero_slope_end:
        diagonal[-1] += hopping
    size = len(n2)
    values = eigh_tridiagonal(diagonal, np.full(size - 1, hopping),
                              eigvals_only=True, select="i",
                              select_range=(size - 2, size - 1))
    return values[::-1]


# Cutoffs: formulas against direct integration of the wave equation
kappa0 = k0 * np.sqrt(n_film**2 - n_sub**2)
gamma_air0 = k0 * np.sqrt(n_sub**2 - n_air**2)
t_c = te_cutoff()
t_second = t_c + np.pi / kappa0
t_tm = np.arctan((n_film / n_air)**2 * gamma_air0 / kappa0) / kappa0
integrated = cutoffs_by_integration()
integrated_tm = cutoffs_by_integration(tm=True)
assert len(integrated) == 2
assert abs(integrated[0] - t_c) < 1e-4
assert abs(integrated[1] - t_second) < 1e-4
assert abs(integrated_tm[0] - t_tm) < 1e-4

# Existence: zero field at the box end lowers N^2, zero slope raises it
below, above = 48.5, 49.0
assert below < t_c < above
box_below = box_indices_squared(below, True)[0] - n_sub**2
box_above = box_indices_squared(above, False)[0] - n_sub**2
assert box_below < -1e-8
assert box_above > 1e-8

# Effective indices: phase condition against diagonalization
films = (50.0, 60.0, 100.0)
modes = []
for thickness in films:
    N = effective_index(thickness)
    box = box_indices_squared(thickness, False)
    assert abs(np.sqrt(box[0]) - N) < 2e-5
    assert box_indices_squared(thickness, True)[1] < n_sub**2
    modes.append((thickness, N, np.sqrt(box[0]), 1 / rates(N)[2]))

# Leading law for the substrate decay rate just above cutoff
excess = 0.1
gamma_near = rates(effective_index(t_c + excess))[2]
law_ratio = gamma_near / (kappa0**2 * excess)
assert abs(law_ratio - 1) < 0.01

# Silicon below a finite oxide: complex N of the leaky mode
n_silicon = 3.88 + 0.02j
oxide = 2000.0
mp.mp.dps = 30


def leaky_loss(thickness):
    """Power loss rate in 1/nm, with an outgoing wave in the silicon."""
    def mismatch(N):
        kappa = k0 * mp.sqrt(n_film**2 - N**2)
        g_air = k0 * mp.sqrt(N**2 - n_air**2)
        g_sub = k0 * mp.sqrt(N**2 - n_sub**2)
        q = k0 * mp.sqrt(mp.mpc(n_silicon)**2 - N**2)
        back = ((g_sub + 1j * q) / (g_sub - 1j * q)
                * mp.exp(-2 * g_sub * oxide))
        g_loaded = g_sub * (1 - back) / (1 + back)
        return (kappa * thickness - mp.atan(g_air / kappa)
                - mp.atan(g_loaded / kappa))
    start = effective_index(thickness)
    N = mp.findroot(mismatch, (mp.mpf(start), mp.mpf(start) + 1e-5))
    return float(2 * k0 * mp.im(N))


def flux_loss(thickness):
    """Flux into silicon divided by guided power, from the bound mode."""
    N = effective_index(thickness)
    kappa, g_air, g_sub = rates(N)
    phase = np.arctan(g_air / kappa)

    def film_field(x):
        return np.cos(kappa * x - phase)
    top, bottom = film_field(0), film_field(thickness)
    norm = quad(lambda x: film_field(x)**2, 0, thickness)[0]
    norm += quad(lambda x: (top * np.exp(-g_air * x))**2, 0, np.inf)[0]
    norm += quad(lambda x: (bottom * np.exp(-g_sub * x))**2, 0, np.inf)[0]
    q = k0 * np.sqrt(n_silicon**2 - N**2)
    entering = bottom * np.exp(-g_sub * oxide) * 2 * g_sub / (g_sub - 1j * q)
    return q.real * abs(entering)**2 / (N * k0 * norm)


loss_60, loss_100 = leaky_loss(60.0), leaky_loss(100.0)
flux_100 = flux_loss(100.0)
assert loss_60 > loss_100 > 0
assert abs(loss_100 / flux_100 - 1) < 0.01
to_db_per_cm = 1e7 * 10 / np.log(10)

# Shifts of the cutoff from imperfect knowledge of the layers
film_shifts = [te_cutoff(film=n_film + d) - t_c for d in (-0.02, 0.02)]
sub_shifts = [te_cutoff(sub=n_sub + d) - t_c for d in (-0.005, 0.005)]
water_shift = cutoffs_by_integration(water=1.0)[0] - integrated[0]
assert film_shifts[0] > 0 > film_shifts[1]
assert sub_shifts[0] < 0 < sub_shifts[1]
assert water_shift < 0

print(f"wavelength: {wavelength:.0f} nm")
print(f"indices air, film, substrate: {n_air:.2f}, {n_film:.2f}, {n_sub:.2f}")
print(f"n_film^2 - n_sub^2: {n_film**2 - n_sub**2:.4f}")
print(f"n_sub^2 - n_air^2: {n_sub**2 - n_air**2:.4f}")
print(f"wavelength/(2 pi): {1 / k0:.3f} nm")
print(f"1/kappa0: {1 / kappa0:.3f} nm")
print(f"argument of arctan: {gamma_air0 / kappa0:.5f}")
print(f"arctan: {kappa0 * t_c:.5f} rad")
print(f"TE cutoff, formula: {t_c:.3f} nm")
print(f"TE cutoff, integration: {integrated[0]:.3f} nm")
print(f"second TE cutoff, formula: {t_second:.2f} nm")
print(f"second TE cutoff, integration: {integrated[1]:.2f} nm")
print(f"TM cutoff, formula: {t_tm:.2f} nm")
print(f"TM cutoff, integration: {integrated_tm[0]:.2f} nm")
print(f"box N^2 - n_sub^2 at {below} nm, zero slope: {box_below:.2e}")
print(f"box N^2 - n_sub^2 at {above} nm, zero field: {box_above:.2e}")
for thickness, N, N_box, depth in modes:
    print(f"film {thickness:.0f} nm: N phase condition {N:.5f}, box {N_box:.5f}")
    print(f"  1/e field depth in substrate: {depth:.0f} nm")
print(f"decay rate / leading law, {excess} nm above cutoff: {law_ratio:.4f}")
print(f"leading-law depth 1 nm above cutoff: {1 / kappa0**2:.0f} nm")
print("cutoff shift, film index -0.02, +0.02: "
      f"{film_shifts[0]:+.2f}, {film_shifts[1]:+.2f} nm")
print("cutoff shift, substrate index -0.005, +0.005: "
      f"{sub_shifts[0]:+.2f}, {sub_shifts[1]:+.2f} nm")
print(f"cutoff shift, 1 nm water of index 1.33: {water_shift:+.2f} nm")
print("excess film thickness where leading-law depth equals silica:")
print(f"  silica 2 um: {1 / (kappa0**2 * oxide):.2f} nm")
print(f"  silica 0.5 mm: {1 / (kappa0**2 * 5e5):.4f} nm")
print(f"silicon index (rough): {n_silicon.real:.2f} + {n_silicon.imag:.2f}i")
print(f"oxide on silicon: {oxide / 1000:.1f} um")
print(f"leakage, 60 nm film: {loss_60 * to_db_per_cm:.3g} dB/cm")
print(f"leakage, 100 nm film: {loss_100 * to_db_per_cm:.3g} dB/cm")
print(f"  same from power flux: {flux_100 * to_db_per_cm:.3g} dB/cm")
print("no test failed")
```

Output:

```
wavelength: 633 nm
indices air, film, substrate: 1.00, 2.00, 1.46
n_film^2 - n_sub^2: 1.8684
n_sub^2 - n_air^2: 1.1316
wavelength/(2 pi): 100.745 nm
1/kappa0: 73.704 nm
argument of arctan: 0.77824
arctan: 0.66133 rad
TE cutoff, formula: 48.742 nm
TE cutoff, integration: 48.742 nm
second TE cutoff, formula: 280.29 nm
second TE cutoff, integration: 280.29 nm
TM cutoff, formula: 92.86 nm
TM cutoff, integration: 92.86 nm
box N^2 - n_sub^2 at 48.5 nm, zero slope: -6.88e-06
box N^2 - n_sub^2 at 49.0 nm, zero field: 2.04e-05
film 50 nm: N phase condition 1.46018, box 1.46018
  1/e field depth in substrate: 4391 nm
film 60 nm: N phase condition 1.47138, box 1.47138
  1/e field depth in substrate: 552 nm
film 100 nm: N phase condition 1.57447, box 1.57447
  1/e field depth in substrate: 171 nm
decay rate / leading law, 0.1 nm above cutoff: 0.9987
leading-law depth 1 nm above cutoff: 5432 nm
cutoff shift, film index -0.02, +0.02: +1.87, -1.75 nm
cutoff shift, substrate index -0.005, +0.005: -0.56, +0.56 nm
cutoff shift, 1 nm water of index 1.33: -0.25 nm
excess film thickness where leading-law depth equals silica:
  silica 2 um: 2.72 nm
  silica 0.5 mm: 0.0109 nm
silicon index (rough): 3.88 + 0.02i
oxide on silicon: 2.0 um
leakage, 60 nm film: 2.19 dB/cm
leakage, 100 nm film: 3.32e-06 dB/cm
  same from power flux: 3.32e-06 dB/cm
no test failed
```
